\section*{Where Doping and Diffusive Damping Change the Attraction Between Dirac Sheets}

\section{Result}

Two identical parallel Dirac sheets a distance \(D\) apart attract each other. In the random-phase approximation (RPA), at zero temperature and without retardation, and for a Dirac velocity \(v\) of at most about one atomic unit, the energy per area follows three laws:
\begin{equation}
E\simeq
\begin{cases}
-C_u D^{-3}, & D\ll D_\mu\quad\text{(as if undoped)},\\
-C_c\sqrt K\,D^{-5/2}, & D_\mu\ll D\ll D_\gamma\quad\text{(clean, doped)},\\
-C_d\,\sigma D^{-3}, & D\gg D_\gamma\quad\text{(diffusive)},
\end{cases}
\end{equation}
with crossover distances
\begin{equation}
D_\mu=\Big(\frac{C_u}{C_c}\Big)^2\frac1K,\qquad
D_\gamma=\Big(\frac{C_d}{C_c}\Big)^2\frac{K}{\gamma^2}.
\label{cross}
\end{equation}
Here \(K=\mu/\pi\) is the Drude weight at chemical potential \(\mu\), \(\gamma\) is the relaxation rate and \(\sigma=K/\gamma\) the Drude conductivity. Damping is assumed weak, \(\gamma\ll2\mu\), so that interband transitions add little to the static conductivity. Atomic units are used in the algebra. For \(\mu=0.2\) eV, \(\hbar\gamma=0.02\) eV and \(\hbar v=6.5\) eV Å, the distances are \(D_\mu\approx120\) Å and \(D_\gamma\approx2.4\times10^4\) Å. Doping thus lowers the exponent from 3 towards 5/2, and damping brings it back to 3 with a different coefficient. The crossovers are broad: in this example the exponent does not fall below about 2.64. The model keeps only the Dirac cone. A real sheet such as graphene also has gapped transitions outside the cone, which add to the attraction at short range: as an illustration, an extra in-plane polarizability of 0.5 to 1 Å with a resonance at 15 eV multiplies the energy by 1.7 to 2.4 at 10 Å and by 1.2 to 1.5 at 100 Å. The short-distance values below therefore describe the cone alone.

\section{Back-of-envelope argument}

Charge fluctuations of wavevector \(q\) couple across the gap through \(e^{-qD}\), so \(q\sim1/D\) matters and there are about \(1/D^2\) such modes per area. Each contributes an energy of the order of the frequency \(u_c\) up to which a sheet screens well, so \(E\sim-u_c(1/D)/D^2\).

A sheet of conductivity \(\sigma\) relaxes a charge pattern at the rate \(2\pi\sigma q\). An undoped Dirac sheet behaves at high frequency like \(\sigma=1/4\), which gives \(u_c\sim\pi q/2\). A clean doped sheet has a plasmon at \(\sqrt{2\pi Kq}\). A diffusive one has \(u_c\sim2\pi\sigma q\). The powers \(D^{-3}\), \(D^{-5/2}\) and \(D^{-3}\) follow. Equating neighbouring frequencies at \(q=1/D\) gives
\begin{equation}
D_\mu\sim\frac{\pi}{8K},\qquad D_\gamma\sim\frac{2\pi K}{\gamma^2}.
\end{equation}
In the example these are about 89 Å and \(1.4\times10^4\) Å, the right orders of magnitude.

\section{Energy of two coupled sheets}

Let \(\chi(q,iu)<0\) be the density response of one sheet to the total potential, at imaginary frequency \(iu\). The Coulomb matrix \(V\) has diagonal elements \(2\pi/q\) and off-diagonal elements \((2\pi/q)e^{-qD}\). At coupling strength \(\lambda\) the RPA response is \(\chi_\lambda=(1-\lambda\chi V)^{-1}\chi\). The fluctuation-dissipation theorem and integration over \(\lambda\) give, for each \(q\),
\begin{align}
E_q&=-\int_0^1\!d\lambda\int_0^\infty\!\frac{du}{2\pi}\,
\mathrm{Tr}\,V(\chi_\lambda-\chi)\nonumber\\
&=\int_0^\infty\!\frac{du}{2\pi}\,\mathrm{Tr}\,[\ln(1-\chi V)+\chi V],
\end{align}
because \(\mathrm{Tr}\,V(1-\lambda\chi V)^{-1}\chi=-\partial_\lambda\mathrm{Tr}\ln(1-\lambda\chi V)\). The last trace contains only diagonal elements of \(V\) and does not depend on \(D\). With
\begin{equation}
a=-\frac{2\pi}{q}\chi,\qquad r=\frac{a}{1+a},\qquad y=e^{-qD},
\end{equation}
the determinant is \((1+a)^2-a^2y^2\). Division by its value at infinite separation and summation over \(q\) yield
\begin{equation}
E=\frac1{4\pi^2}\int_0^\infty\!q\,dq\int_0^\infty\!du\,\ln(1-r^2y^2).
\label{energy}
\end{equation}
Each sheet is taken as neutral with its compensating background, so there is no electrostatic term. Disorder enters through the averaged response. Localization, velocity renormalization and vertex corrections are left out.

\section{Undoped sheet}

The degeneracy is 4 and the bands are \(\pm vk\). Transitions from the filled lower cone cost \(\Delta=v(r_1+r_2)\), where \(r_1=|\mathbf k|\), \(r_2=|\mathbf k+\mathbf q|\), and have spinor overlap \((1-\cos\theta)/2\), with \(\theta\) the angle between the two wavevectors:
\begin{equation}
\chi=-4\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1-\cos\theta}{2}\,
\frac{2\Delta}{u^2+\Delta^2}.
\end{equation}
Use elliptic coordinates, \(r_1+r_2=q\cosh m\) and \(r_1-r_2=q\cos n\), for which \(d^2k=r_1r_2\,dm\,dn\). The cosine rule gives \((1-\cos\theta)/2=[q^2-(r_1-r_2)^2]/(4r_1r_2)=q^2\sin^2n/(4r_1r_2)\), so \(r_1r_2\) cancels:
\begin{align}
\chi&=-\frac{q^2}{2\pi^2}\int_0^{2\pi}\!\sin^2n\,dn
\int_0^\infty\!\frac{vq\cosh m\,dm}{u^2+v^2q^2\cosh^2m}\nonumber\\
&=-\frac{q^2}{2\pi^2}\,\pi\,\frac{\pi}{2\sqrt{u^2+v^2q^2}}
=-\frac{q^2}{4\sqrt{u^2+v^2q^2}}.
\end{align}
The second integral follows from the substitution \(t=vq\sinh m\).

Setting \(u=vqx\) gives \(r=b/(b+\sqrt{1+x^2})\) with \(b=\pi/(2v)\), independent of \(q\). Expand the logarithm and use
\begin{equation}
\int_0^\infty q^2e^{-2kqD}dq=\frac{2}{(2kD)^3}=\frac1{4k^3D^3}.
\label{qint}
\end{equation}
The result is \(E=-C_u/D^3\), with
\begin{equation}
C_u=\frac{v}{16\pi^2}\int_0^\infty\!dx\sum_{k\ge1}\frac{r^{2k}}{k^4}.
\end{equation}
For \(v=0.451\) this is \(C_u=0.00920\). When \(v\gg\pi/2\), \(r^2\simeq b^2/(1+x^2)\) is small and \(C_u\simeq\pi/(128v)\). When \(v\to0\), \(r\to(\pi q/2)/(u+\pi q/2)\), the form of a sheet with conductivity 1/4.

\section{Doped sheet, clean and damped}

For \(vq\ll\mu\) and frequencies well below \(2\mu\), the carriers at the Fermi level dominate. Their density of states is \(N=2\mu/(\pi v^2)\). Under a potential energy \(\phi\,e^{i\mathbf q\cdot\mathbf r+ut}\), the change \(\delta f\) of the distribution \(f_0(\varepsilon)\) obeys
\begin{equation}
(u+i\mathbf q\cdot\mathbf v)\delta f=i\mathbf q\cdot\mathbf v\,f_0'\phi
-\gamma\Big(\delta f+f_0'\frac{\delta n}{N}\Big).
\end{equation}
The last term relaxes \(\delta f\) to the local equilibrium \(-f_0'\delta n/N\), which holds the same density \(\delta n\), so scattering conserves particles. Put \(w=u+\gamma\), divide by \(w+i\mathbf q\cdot\mathbf v\) and sum over states. The angular average of \(1/(w+i\mathbf q\cdot\mathbf v)\) is \((w^2+v^2q^2)^{-1/2}\); define \(I=N(w^2+v^2q^2)^{-1/2}\). Then \(\delta n=-(N-wI)\phi+\gamma(I/N)\delta n\), and
\begin{equation}
\chi=\frac{\delta n}{\phi}=-\frac{N-wI}{1-\gamma I/N}.
\end{equation}
For \(vq\ll w\), \(I\simeq(N/w)(1-v^2q^2/2w^2)\). The numerator becomes \(Kq^2/w^2\) with \(K=Nv^2/2=\mu/\pi\), the denominator \(u/w+\gamma v^2q^2/(2w^3)\), and hence
\begin{equation}
\chi\simeq-\frac{Kq^2}{u(u+\gamma)+\gamma v^2q^2/[2(u+\gamma)]}.
\label{drude}
\end{equation}

\subsection{Clean law}

With \(\gamma=0\), \(a=\omega^2/u^2\), where \(\omega^2=2\pi Kq\). Therefore \(r=\omega^2/(u^2+\omega^2)\) and
\begin{equation}
1-r^2y^2=\frac{[u^2+\omega^2(1+y)][u^2+\omega^2(1-y)]}{(u^2+\omega^2)^2}.
\end{equation}
The identity \(\int_0^\infty du\ln[(u^2+A^2)/(u^2+B^2)]=\pi(A-B)\) follows by differentiating with respect to \(A\), since \(\int_0^\infty2A\,du/(u^2+A^2)=\pi\). It turns Eq.~\eqref{energy} into the zero-point energy of the in-phase and out-of-phase plasmons. With \(x=qD\),
\begin{align}
E&=-\frac{\sqrt{2\pi K}}{4\pi}\int_0^\infty\!q^{3/2}
\big[2-\sqrt{1+y}-\sqrt{1-y}\,\big]dq\nonumber\\
&=-C_c\sqrt K\,D^{-5/2},\qquad C_c=\frac{\sqrt{2\pi}}{4\pi}J,\\
J&=\int_0^\infty\!x^{3/2}\big[2-\sqrt{1+e^{-x}}-\sqrt{1-e^{-x}}\,\big]dx.\nonumber
\end{align}
Numerically \(J=0.06298\) and \(C_c=0.01256\).

The law needs \(vq\ll\omega\) and \(\omega\ll2\mu\) at \(q\sim1/D\). Since \(\omega^2=2\mu q\), these conditions read \(D\gg v^2/(2\mu)\) and \(D\gg1/(2\mu)\). In the example the two lengths are 14 and 68 bohr, both below \(D_\mu=229\) bohr. For \(v\gg1\) the first length would exceed \(D_\mu\), and \(D\gg D_\mu\) would no longer be enough for the clean law.

\subsection{Diffusive law}

For \(u\ll\gamma\), Eq.~\eqref{drude} becomes \(\chi=-\sigma q^2/(u+D_sq^2)\), with diffusion constant \(D_s=v^2/(2\gamma)\). Coulomb relaxation at the rate \(s=2\pi\sigma q\) outruns diffusion when \(q\ll2\pi\sigma/D_s=2\pi N\). Then \(a=s/u\) and \(r=s/(u+s)\). With \(t=1+u/s\),
\begin{align}
\int_0^\infty\!du\,\ln(1-r^2y^2)
&=-s\sum_{k\ge1}\frac{y^{2k}}{k}\int_1^\infty\!\frac{dt}{t^{2k}}\nonumber\\
&=-s\sum_{k\ge1}\frac{y^{2k}}{k(2k-1)}.
\end{align}
Equation~\eqref{qint} gives
\begin{equation}
E=-\frac{S\sigma}{8\pi D^3},\qquad
S=\sum_{k\ge1}\frac1{k^4(2k-1)},\qquad C_d=\frac{S}{8\pi}.
\end{equation}
Repeated use of \(1/[k(2k-1)]=2/(2k-1)-1/k\) leads to
\begin{equation}
\frac1{k^4(2k-1)}=\frac8{k(2k-1)}-\frac4{k^2}-\frac2{k^3}-\frac1{k^4}.
\end{equation}
Since \(\sum1/[k(2k-1)]=2\sum[1/(2k-1)-1/(2k)]=2\ln2\),
\begin{equation}
S=16\ln2-4\zeta(2)-2\zeta(3)-\zeta(4)=1.0242,
\end{equation}
so \(C_d=0.04075\). The frequencies that matter satisfy \(2\pi\sigma/D\ll\gamma\), or \(D\gg2\pi K/\gamma^2\), in agreement with the first estimate.

\section{Crossovers and the width of the window}

Equating neighbouring laws gives Eq.~\eqref{cross}. The ratio of the two distances is
\begin{equation}
\frac{D_\gamma}{D_\mu}=\Big(\frac{C_d\sigma}{C_u}\Big)^2 .
\end{equation}
At the chosen velocity \(C_u/C_d=0.226\), close to the value 1/4 of the limit \(v\to0\). A clean-metal window therefore requires \(\sigma\gg0.226\).

The window must be wide before the exponent comes near 5/2. To first order in \(\gamma\), the energy changes by an amount proportional to \(\gamma\int q\,dq\,F(qD)\propto\gamma/D^2\), where \(F\) is a dimensionless function. Relative to the clean law this is of order \(\gamma\sqrt{D/K}\), hence of order \(\sqrt{D/D_\gamma}\). If the correction from the short-distance side is of order \(D_\mu/D\), the local exponent \(p=-d\ln|E|/d\ln D\) behaves inside the window as
\begin{equation}
p-\tfrac52\approx\alpha\frac{D_\mu}{D}+\beta'\sqrt{\frac{D}{D_\gamma}},
\label{window}
\end{equation}
with positive numbers \(\alpha,\beta'\). Setting the derivative to zero puts the minimum at \(D\propto D_\mu^{2/3}D_\gamma^{1/3}\), where \(p-5/2\propto(D_\mu/D_\gamma)^{1/3}\propto\sigma^{-2/3}\). This is a scaling estimate, not a controlled expansion.

\section{Comparison with the full response}

The inputs give \(K=0.002340\) and \(\sigma=3.183\). Hence
\begin{align}
D_\mu&=\frac{0.5367}{0.002340}=229\ \text{bohr}=121\ \text{Å},\\
D_\gamma&=10.52\,\frac{\sigma^2}{K}=4.56\times10^4\ \text{bohr}
=2.41\times10^4\ \text{Å},
\end{align}
where \(K/\gamma^2=\sigma^2/K\) was used. Their ratio is 199.

For comparison, Eq.~\eqref{energy} was integrated with the Dirac response \(\chi_0\) at all \(q\) and \(u\), interband transitions included. Relaxation enters through the Mermin form
\begin{equation}
\chi(q,iu)=\frac{w\,\chi_0(q,iw)}{u+\gamma\,\chi_0(q,iw)/\chi_0(q,0)},
\qquad w=u+\gamma.
\end{equation}
Inserting \(\chi_0(q,iw)=-(N-wI)\) and \(\chi_0(q,0)=-N\) recovers the kinetic result above. The closed form used for \(\chi_0\) was tested against direct integration over \(\mathbf k\).

\begin{center}
\begin{tabular}{rccc}
\(D\) (Å) & \(E\) (eV/Å\(^2\)) & \(p\), damped & \(p\), clean\\
10 & \(-1.34\times10^{-4}\) & 2.98 & 2.98\\
100 & \(-1.70\times10^{-7}\) & 2.79 & 2.76\\
1000 & \(-3.43\times10^{-10}\) & 2.64 & 2.55\\
\(10^4\) & \(-7.63\times10^{-13}\) & 2.69 & 2.51\\
\(10^5\) & \(-1.33\times10^{-15}\) & 2.83 & 2.50\\
\(10^6\) & \(-1.71\times10^{-18}\) & 2.94 & 2.50\\
\(10^7\) & \(-1.84\times10^{-21}\) & 2.99 & 2.50
\end{tabular}
\end{center}

The energies are those of the damped sheets. All entries neglect retardation. With finite \(c\) and the local Drude conductivity, the clean exponent is 2.46, 2.56 and 2.89 at \(10^5\), \(10^6\) and \(10^7\) Å, and the damped energy is 4\% and 7\% smaller in magnitude at the last two distances. The clean exponent passes halfway, \(p=2.75\), at 109 Å; the damped one rises through 2.75 at \(2.78\times10^4\) Å. Relative to these distances, the asymptotic estimates are 11\% too large and 13\% too small.

The return to \(D^{-3}\) is slow: at \(10^6\) Å, some forty times \(D_\gamma\), the exponent is still 2.94. In between, the damped exponent reaches 2.64 near 1500 Å, so the example shows a shallow minimum and no \(D^{-5/2}\) plateau. Halving \(\gamma\) lowers the minimum to 2.59, while \(\hbar\gamma=0.1\) eV, with \(\sigma=0.64\), raises it to 2.82. From the first two cases, \(p-5/2\) changes by a factor 1.5 for a factor 2 in \(\sigma\). Equation~\eqref{window} predicts \(2^{2/3}\approx1.6\).

\section{Temperature}

At temperature \(T\), in energy units, the frequency integral becomes a sum over \(u_n=2\pi Tn\): \(\int_0^\infty du/2\pi\) is replaced by \(T\sum_{n\ge0}\), with half weight for \(n=0\). At zero frequency a metallic sheet has \(r=1\) for \(q\ll2\pi N\), and this term is
\begin{equation}
E_0=\frac{T}{4\pi}\int_0^\infty\!q\,dq\ln(1-e^{-2qD})
=-\frac{T\zeta(3)}{16\pi D^2},
\end{equation}
because \(\int_0^\infty q\,e^{-2kqD}dq=1/(4k^2D^2)\). It decays more slowly than either metallic law. It equals the clean law at
\begin{equation}
D_T=\Big(\frac{16\pi C_c}{\zeta(3)}\Big)^2\frac{K}{T^2},
\end{equation}
and the diffusive law at \(D=2S\sigma/[\zeta(3)T]\). The second distance exceeds \(D_\gamma\) only if
\begin{equation}
T<T^*=\frac{2S\sigma}{\zeta(3)D_\gamma}=0.162\,\gamma .
\end{equation}
In the example \(T^*=0.0032\) eV, and because the return to \(D^{-3}\) is slow, a developed diffusive range needs \(T\) orders of magnitude below this: with the Drude response the largest exponent reached is 2.70 at \(0.1T^*\), 2.85 at \(0.01T^*\) and 2.94 at \(10^{-3}T^*\). At \(T=0.025\) eV, roughly room temperature, \(D_T=405\) Å. With the full response at this temperature, the exponent is 2.37 at \(D_T\), where the energy is \(1.37E_0\), and \(E_0\) is reached to 5\% near 1500 Å. This is far below \(D_\gamma\), so the diffusive law has no range of its own. Matsubara sums with the Drude response bear this out: at \(D_\gamma\), the sum for \(T=\gamma\) agrees with \(E_0\) to 0.04\%, while for \(T=0.01\gamma\) it is within 1.3\% of the zero-temperature energy.

\section{Retardation}

Let \(\kappa=\sqrt{q^2+u^2/c^2}\). A sheet current \(j\) along \(\mathbf q\) carries the charge density \(-iqj/u\). In Lorenz gauge it produces at the sheet the scalar potential \(2\pi(-iqj/u)/\kappa\) and the vector potential \(2\pi j/(c\kappa)\). The resulting field is
\begin{equation}
-\frac{2\pi}{u\kappa}\Big(q^2+\frac{u^2}{c^2}\Big)j=-\frac{2\pi\kappa}{u}\,j .
\end{equation}
A current perpendicular to \(\mathbf q\) carries no charge and produces \(-2\pi uj/(c^2\kappa)\). If the own field is \(-Zj\) and \(j\) is \(\sigma\) times the total field, the reflection amplitude has magnitude \(Z\sigma/(1+Z\sigma)\). Equation~\eqref{energy} then holds as a sum over both polarizations, with \(e^{-qD}\) replaced by \(e^{-\kappa D}\).

For constant \(\sigma\), let \(\beta=2\pi\sigma/c\ll1\). The first correction comes from \(u=cq\xi\) with \(\xi\sim1\), where the amplitudes are small: \(\beta h/\xi\) and \(\beta\xi/h\), with \(h=\sqrt{1+\xi^2}\), against \(\beta/\xi\) without retardation. Keeping their squares and using Eq.~\eqref{qint} with \(k\) replaced by \(h\),
\begin{align}
\delta E&=\frac{c\beta^2}{16\pi^2D^3}\int_0^\infty\!d\xi
\Big[\frac1{\xi^2}\Big(1-\frac1h\Big)-\frac{\xi^2}{h^5}\Big]\nonumber\\
&=\frac{c\beta^2}{16\pi^2D^3}\Big(1-\frac13\Big).
\end{align}
The antiderivatives are \((h-1)/\xi\) and \(\xi^3/(3h^3)\). Since \(|E|=S\beta c/(16\pi^2D^3)\), the attraction loses the fraction \(2\beta/(3S)\), and the power \(D^{-3}\) stays. In the example \(\beta=0.146\), and the first-order loss is 9.5\%. To all orders in \(\beta\), a constant \(\sigma\) loses 8.6\%. With the Drude conductivity \(K/(u+\gamma)\), the retarded integral gives a loss of 8.0\% at \(1000D_\gamma\) and a gain of only 0.2\% at \(D_\gamma\).

A clean sheet instead becomes a perfect mirror at large \(D\). With \(r=1\) for both polarizations and polar coordinates in the \((q,u/c)\) plane,
\begin{equation}
E=\frac{c}{2\pi^2}\int_0^\infty\!\kappa^2d\kappa\,\ln(1-e^{-2\kappa D})
=-\frac{c\,\zeta(4)}{8\pi^2D^3}=-\frac{\pi^2c}{720D^3}.
\end{equation}
The clean law meets the diffusive law before the mirror law if \(C_d\sigma<\pi^2c/720\), that is, \(\sigma<46\). At zero temperature a wide \(D^{-5/2}\) window that ends in weakly retarded diffusive behaviour needs more than this: \(\beta\ll1\) means \(\sigma\ll c/2\pi\approx22\), and the loss is already 22\% at \(\sigma=10\). The condition is thus \(0.226\ll\sigma\ll22\), and the example, with \(\sigma=3.2\), lies between these bounds. The remaining values are in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
input hbar*v = 6.50 eV angstrom
input mu = 0.200 eV; hbar*gamma = 0.020 eV
v = 0.45140 a.u.; K = 0.002340 a.u.; sigma = 3.1831 a.u.
Fermi wavevector = 0.03077 1/angstrom
C_u = 0.009203 a.u.
J = 0.062978; C_c = 0.012562 (dimensionless)
S = 1.024182; C_d = 0.040751 (dimensionless)
(C_u/C_c)^2 = 0.53672 a.u.
(C_d/C_c)^2 = 10.5229 (dimensionless)
D_mu from asymptotes = 121.40 angstrom = 229.41 bohr
D_mu where p=2.75 = 108.92 angstrom
D_gamma from asymptotes = 24116 angstrom = 45573 bohr
D_gamma where p=2.75 = 27776 angstrom
pure Drude: gamma^2 D/K where p=2.75 = 12.8451
D_gamma/D_mu = 198.65
sigma at which D_gamma=D_mu = 0.2258 a.u.
full/clean asymptote at 1e6 angstrom = 1.00005
full/diffusive asymptote at 1e8 angstrom = 0.99984
D (angstrom), E (eV/angstrom^2), p damped, p clean:
  3  -4.9108e-03  2.9982  2.9977
  10  -1.3400e-04  2.9778  2.9760
  30  -5.2618e-06  2.9060  2.8982
  100  -1.7047e-07  2.7891  2.7604
  300  -8.4268e-09  2.6906  2.6362
  1000  -3.4316e-10  2.6383  2.5513
  3000  -1.8915e-11  2.6452  2.5182
  10000  -7.6339e-13  2.6921  2.5055
  100000  -1.3300e-15  2.8295  2.5005
  1000000  -1.7111e-18  2.9408  2.5001
  10000000  -1.8406e-21  2.9867  2.5000
hbar*gamma (eV), sigma (a.u.), smallest p, at D (angstrom):
  0.010  6.3662  2.5896  2154
  0.020  3.1831  2.6357  1468
  0.100  0.6366  2.8154  681
thermal limit T* = 0.00324 eV; T*/gamma = 0.1619
clean-thermal crossing at T=0.025 eV: 404.7 angstrom
thermal sum/zero term at 20 crossings = 1.00203
at D_gamma, T=gamma: sum/zero term = 1.00044
at D_gamma, T=0.01 gamma: sum/T=0 energy = 1.01306
beta = 2 pi sigma/c = 0.1459
retarded/nonretarded at D_gamma = 1.0017
retarded/nonretarded at 1000 D_gamma = 0.9205
first-order loss/beta: computed 0.6495, derived 0.6509
sigma where diffusive equals mirror law = 46.10 a.u.
\end{verbatim}
